# Z-vector equation by preconditioned conjugate gradients, with a gradient-based threshold: verification in Python

The molecular numbers use the small basis 6-31G, so they illustrate the point and are not converged values.

```python
"""Z-vector equation for the closed-shell MP2 correlation gradient.

Result under test: A z = -L is solved by preconditioned conjugate gradients
(PCG), each product A z being one Fock-like build.  For an iterate z_k with
residual r_k = -L - A z_k the gradient error is exactly r_k . U_x, so it is
bounded by |r_k| |U_x|, which sets the stopping threshold.

A   : derivative of the virtual-occupied Fock block with orbital rotation
L   : derivative of the MP2 correlation energy E2 with orbital rotation
F_x : derivative of that Fock block with a nuclear coordinate, orbitals frozen
U_x : first-order orbital response, A U_x = -F_x
Frozen orbitals are reference orbitals symmetrically orthonormalized at the
displaced geometry.  Atomic units throughout; all electrons are correlated.
"""
import numpy as np
from scipy.linalg import expm
from scipy.constants import physical_constants, e as charge
from pyscf import gto, scf, mp

coords0 = np.array([[0.0, 0.0, 0.0], [0.0, 1.43, 1.11], [0.0, -1.65, 1.28]])


def make_molecule(coords):
    atoms = [[s, tuple(x)] for s, x in zip(("O", "H", "H"), coords)]
    return gto.M(atom=atoms, basis="6-31g", unit="Bohr", verbose=0)


def run_scf(mol, density=None):
    mf = scf.RHF(mol)
    mf.conv_tol, mf.conv_tol_grad, mf.max_cycle = 1e-12, 1e-9, 60
    mf.kernel(dm0=density)
    return mf


def integrals(mol):
    core = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
    return mol.intor("int1e_ovlp"), core, mol.intor("int2e")


def fock_and_repulsion(C, core, eri):
    g = np.einsum("pqrs,pi,qj,rk,sl->ijkl", eri, C, C, C, C, optimize=True)
    F = C.T @ core @ C + 2 * np.einsum("pqkk->pq", g[:, :, :no, :no])
    F = F - np.einsum("pkkq->pq", g[:, :no, :no, :])
    return F, g


def mp2_and_fock_block(C, core, eri):
    """Doubles energy for any orthonormal orbitals, and Fock block F_ai."""
    F, g = fock_and_repulsion(C, core, eri)
    eo, Uo = np.linalg.eigh(F[:no, :no])
    ev, Uv = np.linalg.eigh(F[no:, no:])
    v = np.einsum("iajb,ik,ac,jl,bd->kcld", g[:no, no:, :no, no:],
                  Uo, Uv, Uo, Uv, optimize=True)
    gap = eo[:, None] - ev[None, :]
    amp = v / (gap[:, :, None, None] + gap[None, None, :, :])
    return np.sum(amp * (2 * v - v.transpose(0, 3, 2, 1))), F[no:, :no]


def derivative(func, h):
    """Fourth-order central difference at zero."""
    return (8 * (func(h) - func(-h)) - (func(2 * h) - func(-2 * h))) / (12 * h)


# Reference state
mol0 = make_molecule(coords0)
no = mol0.nelectron // 2
mf0 = run_scf(mol0)
C0, eps, dm0 = mf0.mo_coeff, mf0.mo_energy, mf0.make_rdm1()
S0, core0, eri0 = integrals(mol0)
nb = C0.shape[1]
nv = nb - no
Co, Cv = C0[:, :no], C0[:, no:]
e2_ref, fvo_ref = mp2_and_fock_block(C0, core0, eri0)
assert np.max(abs(fvo_ref)) < 1e-7
assert abs(e2_ref - mp.MP2(mf0).kernel()[0]) < 1e-8

# Analytic right-hand side from the MP2 amplitudes
_, g = fock_and_repulsion(C0, core0, eri0)
M = eps[no:, None] - eps[None, :no]
t = -g[:no, no:, :no, no:] / (M.T[:, :, None, None] + M.T[None, None, :, :])
tt = 2 * t - t.transpose(0, 3, 2, 1)
D = np.zeros((nb, nb))
D[:no, :no] = -2 * np.einsum("iakb,jakb->ij", tt, t)
D[no:, no:] = 2 * np.einsum("iajc,ibjc->ab", tt, t)


def two_electron_build(P):
    """Coulomb minus half exchange for a symmetric density in the AO basis."""
    J = np.einsum("pqrs,rs->pq", eri0, P, optimize=True)
    K = np.einsum("prsq,rs->pq", eri0, P, optimize=True)
    return J - 0.5 * K


L = 4 * np.einsum("ibkc,abkc->ai", tt, g[no:, no:, :no, no:])
L -= 4 * np.einsum("jakc,jikc->ai", tt, g[:no, :no, :no, no:])
L += 4 * Cv.T @ two_electron_build(C0 @ D @ C0.T) @ Co
b = -L.ravel()
nrot = b.size


def apply_A(vec):
    z = vec.reshape(nv, no)
    half = Cv @ z @ Co.T
    P = 2 * (half + half.T)
    return (M * z + Cv.T @ two_electron_build(P) @ Co).ravel()


A = np.array([apply_A(unit) for unit in np.eye(nrot)]).T

# L and A from their definitions, by explicit orbital rotations
L_num, A_num = np.zeros(nrot), np.zeros((nrot, nrot))
for col in range(nrot):
    a, i = divmod(col, no)

    def rotated(angle):
        K = np.zeros((nb, nb))
        K[no + a, i], K[i, no + a] = angle, -angle
        e2, fvo = mp2_and_fock_block(C0 @ expm(K), core0, eri0)
        return np.concatenate(([e2], fvo.ravel()))

    d = derivative(rotated, 3e-3)
    L_num[col], A_num[:, col] = d[0], d[1:]
dev_L = np.max(abs(L_num - L.ravel()))
dev_A = np.max(abs(A_num - A))
assert dev_L < 1e-6 and dev_A < 1e-6
assert np.max(abs(A - A.T)) < 1e-10
lam = np.linalg.eigvalsh(A)
assert lam[0] > 0
m = M.ravel()
mu = np.linalg.eigvalsh(A / np.sqrt(np.outer(m, m)))

# Nuclear displacements: frozen-orbital and fully relaxed quantities
labels = ["O y", "O z", "H1 y", "H1 z", "H2 y", "H2 z"]
explicit, relaxed, Fx, Ux = [], [], [], []
for atom in range(3):
    for axis in (1, 2):
        def displaced(shift):
            coords = coords0.copy()
            coords[atom, axis] += shift
            mol = make_molecule(coords)
            S, core, eri = integrals(mol)
            w, V = np.linalg.eigh(C0.T @ S @ C0)
            Cf = C0 @ (V / np.sqrt(w)) @ V.T
            e_frozen, fvo = mp2_and_fock_block(Cf, core, eri)
            Cr = run_scf(mol, dm0).mo_coeff
            e_relaxed, check = mp2_and_fock_block(Cr, core, eri)
            assert np.max(abs(check)) < 1e-7
            T = Cf.T @ S @ Cr[:, :no]
            rotation = T[no:] @ np.linalg.inv(T[:no])
            return np.concatenate(([e_frozen, e_relaxed], fvo.ravel(),
                                   rotation.ravel()))

        d = derivative(displaced, 5e-3)
        explicit.append(d[0])
        relaxed.append(d[1])
        Fx.append(d[2:2 + nrot])
        Ux.append(d[2 + nrot:])
explicit, relaxed = np.array(explicit), np.array(relaxed)
Fx, Ux = np.array(Fx), np.array(Ux)
dev_U = np.max(abs(Ux @ A + Fx))
assert dev_U < 1e-5
assert np.max(abs(Fx[0::2].sum(axis=0))) < 1e-6
assert np.max(abs(Fx[1::2].sum(axis=0))) < 1e-6

z_ref = np.linalg.solve(A, b)
response = Fx @ z_ref
dev_grad = np.max(abs(explicit + response - relaxed))
assert dev_grad < 1e-6
assert np.max(abs(response)) > 1e-4


def pcg(rhs, precond, tol, maxit=300):
    """Return all iterates and recursive residual norms, starting from zero."""
    z, r = np.zeros_like(rhs), rhs.copy()
    y = r / precond
    p, rho = y.copy(), r @ y
    iterates, norms = [z.copy()], [np.linalg.norm(r)]
    while norms[-1] > tol and len(norms) <= maxit:
        q = apply_A(p)
        step = rho / (p @ q)
        z, r = z + step * p, r - step * q
        y = r / precond
        rho_new = r @ y
        p, rho = y + (rho_new / rho) * p, rho_new
        iterates.append(z.copy())
        norms.append(np.linalg.norm(r))
    assert norms[-1] <= tol
    return iterates, norms


iterates, norms = pcg(b, m, 1e-10)
plain, _ = pcg(b, np.ones(nrot), 1e-10)
assert len(iterates) < len(plain)

# Error identity, linear bound, quadratic contrast and CG convergence bound
q_cg = (np.sqrt(mu[-1] / mu[0]) - 1) / (np.sqrt(mu[-1] / mu[0]) + 1)
start_energy = np.sqrt(z_ref @ A @ z_ref)
normU = np.linalg.norm(Ux, axis=1)
rows, dev_identity = [], 0.0
for k, (zk, rec_norm) in enumerate(zip(iterates, norms)):
    r = b - A @ zk
    rn = np.linalg.norm(r)
    assert abs(rn - rec_norm) < 1e-12
    err = Fx @ zk - response
    mismatch = abs(err - Ux @ r)
    assert np.all(mismatch < 1e-5 * rn + 1e-13)
    dev_identity = max(dev_identity, np.max(mismatch) / rn)
    assert np.all(abs(err) <= normU * rn * (1 + 1e-5) + 1e-13)
    special = b @ z_ref - b @ zk
    assert abs(special - r @ np.linalg.solve(A, r)) < 1e-12
    diff = zk - z_ref
    energy_err = np.sqrt(max(diff @ A @ diff, 0.0))
    assert energy_err <= 2 * q_cg**k * start_energy + 1e-11
    rows.append((k, rn, np.max(abs(err)), special))
table = np.array(rows)
slope = np.polyfit(np.log(table[:, 1]), np.log(table[:, 2]), 1)[0]

# Thresholds for a chosen largest gradient error
target = 1e-6
tau_response = target / np.max(normU)
tau_safe = target * lam[0] / np.max(np.linalg.norm(Fx, axis=1))
outcome = []
for tau in (tau_response, tau_safe):
    its, ns = pcg(b, m, tau)
    worst = np.max(abs(Fx @ its[-1] - response))
    assert worst <= target
    outcome.append((tau, len(its) - 1, ns[-1], worst))

hartree_eV = physical_constants["Hartree energy"][0] / charge
bohr_A = physical_constants["Bohr radius"][0] * 1e10
bond = np.linalg.norm(coords0[1:] - coords0[0], axis=1)
print("Water, RHF/MP2, 6-31G; atomic units")
print("H1 (y,z), H2 (y,z) / bohr:", coords0[1, 1:], coords0[2, 1:])
print(f"O-H distances / bohr: {bond[0]:.4f} {bond[1]:.4f}")
print(f"occupied, virtual, rotations: {no} {nv} {nrot}")
print(f"RHF energy / hartree: {mf0.e_tot:.8f}")
print(f"MP2 correlation energy / hartree: {e2_ref:.8f}")
print(f"norm of L / hartree: {np.linalg.norm(L):.6f}")
print(f"norm of z: {np.linalg.norm(z_ref):.6f}")
print(f"A eigenvalues min, max / hartree: {lam[0]:.5f} {lam[-1]:.5f}")
print(f"condition number of A: {lam[-1] / lam[0]:.3f}")
print(f"preconditioned eigenvalues: {mu[0]:.5f} {mu[-1]:.5f}")
print(f"preconditioned condition number: {mu[-1] / mu[0]:.3f}")
print("E2 gradient / (hartree/bohr)")
print("coord  explicit   response   sum        relaxed FD  |U_x|/bohr^-1")
for n, lab in enumerate(labels):
    print(f"{lab:5s} {explicit[n]:10.7f} {response[n]:10.7f} "
          f"{explicit[n] + response[n]:10.7f} {relaxed[n]:10.7f} {normU[n]:.5f}")
print(f"max deviation L / hartree: {dev_L:.1e}")
print(f"max deviation A / hartree: {dev_A:.1e}")
print(f"max deviation A U_x + F_x / (hartree/bohr): {dev_U:.1e}")
print(f"max deviation gradient / (hartree/bohr): {dev_grad:.1e}")
print(f"max identity mismatch over |r| / bohr^-1: {dev_identity:.1e}")
print("PCG: k, |r|/hartree, max grad error/(hartree/bohr),")
print("     error/|r| in bohr^-1, error of -L.z in hartree")
for k, rn, err, special in rows[:20]:
    print(f"{k:2d} {rn:.3e} {err:.3e} {err / rn:.4f} {special:.2e}")
print(f"log-log slope of gradient error against |r|: {slope:.3f}")
print(f"builds to |r|<1e-10 hartree, PCG: {len(iterates) - 1}")
print(f"builds to |r|<1e-10 hartree, plain CG: {len(plain) - 1}")
print(f"target error / (hartree/bohr): {target:.1e}")
print(f"target error / (eV/angstrom): {target * hartree_eV / bohr_A:.3e}")
for name, (tau, count, rn, worst) in zip(("from U_x", "safe"), outcome):
    print(f"threshold {name} / hartree: {tau:.3e}")
    print(f"  builds {count}, |r| {rn:.2e} hartree, error {worst:.2e} hartree/bohr")
print("OK")
```

Running it gives:

```
Water, RHF/MP2, 6-31G; atomic units
H1 (y,z), H2 (y,z) / bohr: [1.43 1.11] [-1.65  1.28]
O-H distances / bohr: 1.8102 2.0883
occupied, virtual, rotations: 5 8 40
RHF energy / hartree: -75.96713792
MP2 correlation energy / hartree: -0.13544354
norm of L / hartree: 0.115507
norm of z: 0.087263
A eigenvalues min, max / hartree: 0.31378 21.62139
condition number of A: 68.906
preconditioned eigenvalues: 0.42743 1.63358
preconditioned condition number: 3.822
E2 gradient / (hartree/bohr)
coord  explicit   response   sum        relaxed FD  |U_x|/bohr^-1
O y   -0.0000237  0.0020947  0.0020710  0.0020710 0.56720
O z    0.0281001  0.0064789  0.0345790  0.0345790 0.52070
H1 y  -0.0180896 -0.0006953 -0.0187849 -0.0187849 0.42919
H1 z  -0.0132122 -0.0051361 -0.0183483 -0.0183483 0.41670
H2 y   0.0181133 -0.0013994  0.0167139  0.0167139 0.34032
H2 z  -0.0148879 -0.0013428 -0.0162307 -0.0162307 0.33841
max deviation L / hartree: 1.7e-10
max deviation A / hartree: 4.2e-10
max deviation A U_x + F_x / (hartree/bohr): 3.8e-08
max deviation gradient / (hartree/bohr): 1.1e-09
max identity mismatch over |r| / bohr^-1: 1.3e-07
PCG: k, |r|/hartree, max grad error/(hartree/bohr),
     error/|r| in bohr^-1, error of -L.z in hartree
 0 1.155e-01 6.479e-03 0.0561 9.03e-03
 1 2.326e-02 8.498e-04 0.0365 2.66e-04
 2 6.282e-03 7.911e-04 0.1259 3.83e-05
 3 1.420e-03 9.637e-05 0.0679 9.00e-07
 4 3.271e-04 2.909e-05 0.0889 4.62e-08
 5 5.524e-05 7.184e-06 0.1301 7.61e-10
 6 9.903e-06 4.279e-07 0.0432 1.86e-11
 7 1.365e-06 1.052e-07 0.0771 4.11e-13
 8 1.844e-07 4.048e-09 0.0220 1.09e-14
 9 1.632e-08 8.062e-10 0.0494 7.98e-17
10 2.863e-09 1.635e-10 0.0571 5.20e-18
11 2.849e-10 3.710e-11 0.1302 5.20e-18
12 2.979e-11 2.932e-12 0.0984 3.47e-18
log-log slope of gradient error against |r|: 0.993
builds to |r|<1e-10 hartree, PCG: 12
builds to |r|<1e-10 hartree, plain CG: 26
target error / (hartree/bohr): 1.0e-06
target error / (eV/angstrom): 5.142e-05
threshold from U_x / hartree: 1.763e-06
  builds 7, |r| 1.37e-06 hartree, error 1.05e-07 hartree/bohr
threshold safe / hartree: 2.097e-07
  builds 8, |r| 1.84e-07 hartree, error 4.05e-09 hartree/bohr
OK
```
